# Waveguide loss and facet reflectivity from fringes at two lengths

## The problem

Two straight silicon waveguides are made in the same process. They have the same cross-section and uncoated end facets, and their lengths are $L_1=1$ cm and $L_2=3$ cm. Light from a tunable laser near 1550 nm is sent through each guide. The facets reflect part of the light, so each guide is a Fabry-Perot cavity and its transmission oscillates with wavelength. From these fringes one obtains the factor $\rho$ by which the magnitude of the field amplitude is multiplied in one round trip:

$$\rho_1=0.24\ \text{at 1 cm},\qquad \rho_2=0.18\ \text{at 3 cm}.$$

Find the propagation loss in dB/cm and the power reflectivity $R$ of a facet.

Take one guided mode in one polarization, the same loss per length in both guides, and the same $R$ at all four facets. The power attenuation coefficient $\alpha$ is defined by the decay of a wave travelling in one direction, $P(x)=P(0)e^{-\alpha x}$.

## A tempting solution

In one round trip the light travels a distance $2L$ and meets two facets. Each facet returns a fraction $R$, and the path leaves a fraction $e^{-2\alpha L}$. It seems to follow that

$$\rho=R^2e^{-2\alpha L}.$$

Dividing the equation for the short guide by that for the long one removes $R$:

$$\frac{\rho_1}{\rho_2}=e^{2\alpha(L_2-L_1)},\qquad
\alpha=\frac{\ln(0.24/0.18)}{2\times 2\ \text{cm}}=\frac{0.2877}{4\ \text{cm}}=0.072\ \text{cm}^{-1}.$$

One unit of $\alpha L$ is $10/\ln 10=4.343$ dB, so the loss would be 0.312 dB/cm. The short guide then gives $R^2=0.24\,e^{2\alpha L_1}=0.277$, or $R=0.526$.

## Where it fails

The count of facets and the path length are right. The fault is in the first equation: its right side is a ratio of powers, while its left side is a ratio of field amplitudes. Power is proportional to the squared magnitude of the field, so $R^2e^{-2\alpha L}$ equals $\rho^2$, not $\rho$.

The fringes themselves expose the error. If $R=0.526$ and $\alpha=0.072$ cm$^{-1}$ were true, the power factor of the 1 cm guide would be 0.24 and its amplitude factor $\sqrt{0.24}=0.49$. As shown below, the ratio of maximum to minimum transmission would then be $(1.49/0.51)^2\approx 8.5$. The measured factor 0.24 corresponds to a ratio of 2.66.

A third guide of another length would not expose it. Both the wrong and the right relation make $\ln\rho$ a straight line in $L$; they differ in how slope and intercept are read. A good straight line is consistent with uniform loss and equal facets, though it tests them only weakly: a 5 % lower $R$ on the 3 cm guide moves the expected value at 2 cm by just 0.005, and a Lorentzian laser line keeps the line straight while changing its slope. It says nothing about whether amplitude and power have been confused.

## The right solution

### The round-trip factor

Since power falls as $e^{-\alpha x}$, the field magnitude falls as its square root, $e^{-\alpha x/2}$. Likewise, a facet that returns the power fraction $R$ returns the field fraction $\sqrt R$. A round trip contains two reflections and a path $2L$:

$$\rho=\sqrt R\,\sqrt R\;e^{-(\alpha/2)(2L)}=R\,e^{-\alpha L}.$$

The two factors of two cancel in the exponent. This is why an amplitude factor for the double path looks like a power factor for a single path with one reflection.

If the two facets of a guide differ, with reflectivities $R_a$ and $R_b$, the same count gives $\rho=\sqrt{R_aR_b}\,e^{-\alpha L}$. The quantity called $R$ is then the geometric mean of the two.

### How the fringes reveal it

Let $n$ be the effective index of the mode and $\lambda$ the vacuum wavelength. The phase gained in a round trip is

$$\phi=\frac{2\pi n}{\lambda}\,2L=\frac{4\pi nL}{\lambda}.$$

The reflection at a facet from inside is taken as real. Its sign does not matter, because it enters twice. A constant reflection phase would shift the fringes without changing their height.

The light that leaves after a single pass has some field $E_0$. The next contribution has made one more round trip and is $E_0\rho e^{i\phi}$, the one after it $E_0\rho^2e^{2i\phi}$, and so on. Because $\rho<1$, the geometric series converges:

$$E=E_0\left(1+\rho e^{i\phi}+\rho^2e^{2i\phi}+\dots\right)=\frac{E_0}{1-\rho e^{i\phi}}.$$

The transmitted power is proportional to $|E|^2$. The denominator gives

$$|1-\rho e^{i\phi}|^2=(1-\rho\cos\phi)^2+\rho^2\sin^2\phi=1+\rho^2-2\rho\cos\phi,$$

so that

$$T=\frac{K}{1+\rho^2-2\rho\cos\phi}.$$

For lossless facets and perfect coupling, the single pass enters through one facet, crosses the guide and leaves through the other, so $K=(1-R)^2e^{-\alpha L}$. In practice $K$ also contains the unknown efficiency with which light is coupled in and collected.

The transmission is largest at $\cos\phi=1$, where the denominator is $(1-\rho)^2$, and smallest at $\cos\phi=-1$, where it is $(1+\rho)^2$. The contrast is therefore

$$u=\frac{T_{\max}}{T_{\min}}=\left(\frac{1+\rho}{1-\rho}\right)^2 .$$

The constant $K$ has cancelled. This is the strength of the method: the coupling need not be known, provided it stays constant over a fringe, the coupling optics send no light back into the guide, and no background is added to the signal. Stray light, spontaneous emission from the laser or a detector offset do not cancel: a background equal to 5 % of $K$ in the long guide alone raises the apparent loss by about 0.10 dB/cm. A reflecting surface near a facet changes the effective $R$: in a Gaussian-beam estimate, a flat fibre face at one facet of the long guide shifts the apparent loss, in either direction, by up to 0.05 to 0.1 dB/cm at a gap of 10 µm and 0.2 to 0.4 dB/cm at 2 µm. To invert the relation, take the positive root and collect the terms in $\rho$:

$$\sqrt u\,(1-\rho)=1+\rho,\qquad \sqrt u-1=\rho(\sqrt u+1),\qquad \rho=\frac{\sqrt u-1}{\sqrt u+1}.$$

For the two guides,

$$u_1=\left(\frac{1.24}{0.76}\right)^2=2.662,\qquad u_2=\left(\frac{1.18}{0.82}\right)^2=2.071.$$

The longer guide has the weaker fringes, because the wave that interferes with the direct one has been attenuated more.

### Loss and reflectivity

The two measurements give two equations,

$$\rho_1=Re^{-\alpha L_1},\qquad \rho_2=Re^{-\alpha L_2}.$$

Division removes $R$, and a logarithm isolates $\alpha$:

$$\frac{\rho_1}{\rho_2}=e^{\alpha(L_2-L_1)},\qquad
\alpha=\frac{\ln(\rho_1/\rho_2)}{L_2-L_1}=\frac{0.2877}{2\ \text{cm}}=0.1438\ \text{cm}^{-1}.$$

Over a length $L$ the loss in decibels is $-10\log_{10}e^{-\alpha L}=(10/\ln10)\,\alpha L$. Hence

$$\text{loss}=4.343\times0.1438=0.62\ \text{dB/cm}.$$

The first equation now yields the reflectivity:

$$R=\rho_1e^{\alpha L_1}=0.24\times1.1547=0.28.$$

Compared with the tempting solution, the loss is twice as large, and $R$ is the square of the value found there.

### Tests against the wave equation

The derivation followed the light from one reflection to the next. A uniform slab can instead be treated by matching the electric and magnetic fields at its two surfaces, with no sum over round trips. A slab in vacuum with index 3.223 has the reflectivity found above. With the loss found above and a group index of 3.7, its computed spectra have contrasts that return $\rho=0.24$ at 1 cm and 0.18 at 3 cm, to within $2\times10^{-5}$.

At 2 cm the slab gives $\rho=0.2078$. The exponential law requires the geometric mean, since 2 cm lies midway between the two lengths: $\sqrt{0.24\times0.18}=0.2078$.

In a separate case, with index 3.5, a loss of 1.3 dB/cm and lengths of 0.7 and 2.2 cm, the two formulas recovered both the loss and $R$ to within 0.1 % of their true values. These tests confirm the wave physics of the model; they do not show that a real guide obeys its assumptions.

## Limits, and the case of a single guide

If $\alpha=0$, the two factors are equal and both are $R$. If the data give $\rho_2>\rho_1$, the formula returns a negative loss. For a passive guide this signals measurement error or a violated assumption, such as better facets on the longer guide.

When $\alpha L$ is large, $\rho$ is small and the contrast becomes

$$u\approx(1+2\rho)^2\approx1+4\rho .$$

The fringes fade into a nearly constant transmission, and a fixed error in $u$ becomes a large relative error in $\rho$. The method suits guides whose loss is low enough for the reflected wave to survive a round trip.

With one guide there is one equation for two unknowns. One may assume a reflectivity $R'$ and calculate

$$\alpha'=\frac1L\ln\frac{R'}{\rho}=\alpha+\frac1L\ln\frac{R'}{R}.$$

If $R'$ is 5 % below the true $R$, the loss comes out too low by 0.22 dB/cm in the 1 cm guide and by 0.07 dB/cm in the 3 cm guide. The second guide removes the need to know $R$, at the price of a new condition: the reflectivities of the two guides must be equal.

## How many digits the data support

The results above treat 0.24 and 0.18 as exact. Suppose instead that they are rounded, so that each may be off by up to 0.005. The loss rises with $\rho_1$ and falls with $\rho_2$, so its extremes lie at opposite corners of the allowed region:

$$\frac{4.343}{2}\ln\frac{0.235}{0.185}=0.52,\qquad
\frac{4.343}{2}\ln\frac{0.245}{0.175}=0.73\ \text{dB/cm}.$$

For the reflectivity, $L_2-L_1=2L_1$ gives $e^{\alpha L_1}=(\rho_1/\rho_2)^{1/2}$, and thus

$$R=\rho_1^{3/2}\rho_2^{-1/2}.$$

This too rises with $\rho_1$ and falls with $\rho_2$. The same corners give 0.265 and 0.290. Two-digit data thus fix the loss only to about 0.6 dB/cm, give or take 0.1 dB/cm; even the first digit is uncertain by one. The reflectivity is better determined in relative terms.

For small independent random errors with standard deviation $\sigma$ in each factor, differentiate $\alpha=(\ln\rho_1-\ln\rho_2)/(L_2-L_1)$. The two contributions are $d\rho_1/\rho_1$ and $-d\rho_2/\rho_2$, each divided by the length difference. Adding their variances gives

$$\sigma_\alpha=\frac{1}{L_2-L_1}\sqrt{\left(\frac{\sigma}{\rho_1}\right)^2+\left(\frac{\sigma}{\rho_2}\right)^2}.$$

A uniform error between $-0.005$ and $0.005$ has $\sigma=0.005/\sqrt3=0.00289$. The resulting standard deviation of the loss is 0.044 dB/cm, and random sampling gives the same value.

The formula also shows the compromise in choosing lengths. At fixed $\sigma$ and $L_1$, a longer second guide increases the denominator $L_2-L_1$. But $1/\rho_2$ grows as $e^{\alpha L_2}$, and for sufficiently large $L_2$ this exponential growth wins.

## What real guides do to the result

The numbers fit a silicon rib guide with a cross-section of a few square micrometres. For such guides, losses from a few tenths of a dB/cm to about 1 dB/cm are typical as a rough range. The reflectivity is somewhat low: a plane wave leaving silicon, of index about 3.5, has $R=(2.5/4.5)^2\approx0.31$, which lies above the rounding interval. The plane-wave value is not the reference for a guided mode, however. A mode is a spread of plane waves that meet the facet at small angles, and these reflect more strongly in one polarization and more weakly in the other. For a perfect facet of a silicon slab 2 µm thick on oxide, mode matching gives about 0.33 for the TE mode and 0.28 for the TM mode; for 1.5 µm it gives about 0.35 and 0.25 to 0.26. These are reflectivities back into the same mode, which is what the fringes measure if any higher modes die out along the guide; the total reflected power is somewhat larger (0.27 to 0.28 for the 1.5 µm TM mode; these TM values shift by up to 0.004 with the size of the computational window, and a finite-difference mesh of 20 nm gives 0.24 for the same-mode 1.5 µm TM value, so that value is uncertain by about 0.02). In a rib the lateral confinement acts in the opposite sense: it narrows the gap between the polarizations and, in a narrow and deeply etched rib, can reverse it. An approximate plane-wave decomposition of rib modes 1.5 to 2 µm thick gives TM-like values from about 0.26 in wide, shallow ribs to 0.34 or more in narrow, deeply etched ones; applied to the slabs above, this approximation is off by up to about 0.01. For some cross-sections a perfect facet can thus give the value found, while a tilted or rough facet would also lower $R$; the two given numbers cannot decide between these causes. The equal $\rho$ assumed for the second polarization below is a simplification for the same reason. The slab index 3.223 used in the tests is merely the value that reproduces $R$, not the index of a rib mode. The one-mode assumption also limits the geometry. In a scalar mode count, ribs of this size whose slab height is 60 % of the rib height guide one mode, while those etched down to 30 % guide two or three. Where higher modes survive, the facet converts light into them and back; for the multimode slabs above, with equal loss in all modes, this moves the apparent loss by up to about 0.06 dB/cm at 2 µm and 0.3 dB/cm for the 1.5 µm TM mode.

**Unequal facets.** Let the mean reflectivities of the short and long guides be $R_s$ and $R_l$. The two-length formula then returns

$$\alpha_{\rm app}=\frac{1}{L_2-L_1}\ln\frac{R_se^{-\alpha L_1}}{R_le^{-\alpha L_2}}
=\alpha-\frac{\ln(R_l/R_s)}{L_2-L_1}.$$

If $R_l$ is 5 % below $R_s$, the apparent loss is too high by 0.11 dB/cm. This is comparable to the half-width of the rounding interval. Poorer facets on the long guide look like propagation loss. Measuring several guides of each length reduces the effect if the facet variations are random; a systematic difference between the lengths remains.

**Laser linewidth.** A laser line of finite width averages over part of a fringe and lowers the contrast. To find the effect, write $z=\rho e^{i\phi}$ and take the real part of $(1+z)/(1-z)=1+2\sum_{m\ge1}z^m$:

$$\frac{1-\rho^2}{1+\rho^2-2\rho\cos\phi}=1+2\sum_{m=1}^{\infty}\rho^m\cos m\phi .$$

In frequency the fringes repeat at the interval $F=c/(2n_gL)$, where $n_g$ is the group index. Averaging over a Lorentzian line of full width $w$ at half maximum multiplies the $m$-th cosine by $e^{-\pi mw/F}$. This is the same as replacing $\rho$ by $\rho e^{-\pi w/F}$ in the sum. The factor $1-\rho^2$ on the left is constant and cancels from the contrast. Since

$$\frac{\pi w}{F}=\frac{2\pi wn_g}{c}\,L,$$

the blur is proportional to $L$ and acts as an added attenuation $2\pi wn_g/c$, leaving $R$ unchanged. For a Lorentzian line, using more lengths cannot reveal it. These statements depend on the line shape: Gaussian frequency jitter lowers $\ln\rho$ roughly in proportion to $(wL)^2$, which bends the line of $\ln\rho$ against $L$ and also shifts the recovered $R$. For $w=1$ MHz and $n_g=3.7$ a Lorentzian line adds 0.003 dB/cm, which is negligible here, and this shift grows in proportion to $w$; Gaussian jitter of the same full width adds only about $4\times10^{-6}$ dB/cm. Direct averaging over a 50 MHz Lorentzian line agreed with the predicted false attenuation to within 2 %.

**Wavelength step.** Differentiating the round-trip phase, with $n$ dependent on wavelength, gives

$$\frac{d\phi}{d\lambda}=-\frac{4\pi L}{\lambda^2}\left(n-\lambda\frac{dn}{d\lambda}\right)=-\frac{4\pi Ln_g}{\lambda^2}.$$

A phase change of $2\pi$ therefore takes

$$\Delta\lambda=\frac{\lambda^2}{2n_gL},$$

valid when this spacing is much smaller than $\lambda$. With the rough value $n_g=3.7$ it is 32.5 pm for the short guide and 10.8 pm for the long one; ribs 1.5 to 2 µm thick have $n_g$ from about 3.63 (wide ribs) to 3.7 or slightly more (narrow, deeply etched ribs), which changes the spacings by up to about 2 %. With a step of 0.1 pm, missing both the maximum and the minimum of the long guide by half a step raises the apparent loss by 0.001 dB/cm. A step comparable to the 10.8 pm spacing would not resolve the shape of the fringes; the extremes can then be trusted only if the scan covers many fringes, its samples fall at all phases, and $K$ stays constant over the whole scan.

**A second polarization.** Suppose that 1 % of the power in the long guide travels in the other polarization, with the same $\rho$ but with fringes in antiphase, and that the detector adds the two powers. For small $\rho$ the main fringe is $1+2\rho\cos\phi$. A power share $\varepsilon$ in antiphase changes it to $1+2\rho(1-2\varepsilon)\cos\phi$, so $\rho$ appears smaller by the fraction $2\varepsilon$. The full fringe formula gives a loss too high by 0.047 dB/cm. If the same happened in both guides, the fraction would cancel from $\rho_1/\rho_2$ at this order, and the error would fall on $R$ instead.

**Optical power.** Silicon absorbs pairs of photons at this wavelength. With a rough coefficient of 0.7 cm/GW, 1 mW in the guide and a mode area of 5 µm², the added loss is about $6\times10^{-5}$ dB/cm. This estimate leaves out absorption by the carriers that are generated. It scales with power divided by area; ribs 1.5 to 2 µm thick have mode areas from about 4 µm² down to 1 µm² or somewhat less when narrow and deeply etched, which raises the estimate several-fold. In the cavity the power is higher at a maximum than at a minimum and the backward wave also contributes, so the shift of the recovered loss is a little over twice this estimate: about $1.4\times10^{-4}$ dB/cm at 5 µm² and 0.001 dB/cm at 0.7 µm², still negligible here.

**Temperature.** The index of silicon changes by roughly $1.8\times10^{-4}$ per kelvin. Setting the change of $4\pi nL/\lambda$ equal to $2\pi$, and neglecting thermal expansion, gives

$$\Delta T=\frac{\lambda}{2L\,(dn/dT)}=0.14\ \text{K}$$

for the long guide. A slow, uniform drift during the scan stretches or compresses the fringes but leaves their extremes unchanged as long as the scan still contains a full fringe, because $T$ depends on temperature through $\phi$ in this model. A fluctuation of this size within the averaging time of the detector would wash the fringes out, and a far smaller one is already read as loss. Gaussian phase noise of standard deviation $s$ multiplies the $m$-th cosine by $e^{-m^2s^2/2}$, with $s=4\pi L\,(dn/dT)\,\delta T/\lambda$. A fluctuation of 0.01 K rms gives $s=0.15$ in the short guide and $0.44$ in the long one, and raises the apparent loss by about 0.19 dB/cm (about 0.21 with thermal expansion included), more than the 5 % facet mismatch.

The numerical output below lists the inputs and most of these estimates.

## Values computed for the example and the checks

```
lengths L1, L2: 1.0, 3.0 cm
given rho1, rho2: 0.24, 0.18
contrast Tmax/Tmin, short guide: 2.662
contrast Tmax/Tmin, long guide: 2.071
ratio rho1/rho2: 1.3333
ln(rho1/rho2): 0.2877
alpha: 0.1438 1/cm
dB per unit of alpha*L: 4.3429 dB
loss: 0.6247 dB/cm
exp(alpha L1): 1.1547
facet reflectivity R: 0.2771
third guide, length: 2.0 cm
third guide, rho from slab spectrum: 0.2078
misread as power factor, loss: 0.312 dB/cm
misread as power factor, R: 0.526
rounding half-width of each rho: 0.005
loss interval from rounding: 0.52 to 0.73 dB/cm
R interval from rounding: 0.265 to 0.290
standard deviation of each rho, uniform rounding: 0.00289
standard deviation of loss, formula: 0.044 dB/cm
standard deviation of loss, sampled: 0.044 dB/cm
wavelength: 1550 nm
group index (rough): 3.7
slab index that gives R (test model): 3.223
fringe spacing, short guide: 32.5 pm
fringe spacing, long guide: 10.8 pm
R of long guide lower by: 5 %
  loss shift from facet mismatch: +0.111 dB/cm
laser linewidth: 1 MHz
  loss shift from linewidth: +0.0034 dB/cm
scan step: 0.1 pm
  loss shift, worst sampling of long guide: +0.00098 dB/cm
second polarization in long guide only: 1 % of power
  loss shift, fringes in antiphase: +0.047 dB/cm
two-photon coefficient (rough): 0.7 cm/GW
guided power: 1 mW
mode area (rough): 5 um^2
  two-photon loss: 6.1e-05 dB/cm
thermo-optic coefficient (rough): 1.8e-04 1/K
  temperature change per fringe, long guide: 0.14 K
```
